# Why a bright edge peak is displaced from the resist edge

**Q:** In a top-down electron micrograph of a resist line, each edge appears as a bright peak. More secondary electrons escape at an edge, so I take the peak as the edge and the distance between two peaks as the linewidth. What is wrong with that?

**A:** The first half of your reasoning is sound: the peak shows where many secondaries escape. But they escape while the beam is still inside the resist, within an escape length of the wall, and the beam has a width of its own. Let us start with a vertical wall at $x=0$, with resist at $x<0$ and vacuum at $x>0$.

Suppose the vertical beam creates secondaries uniformly along its path. Let a secondary created at perpendicular distance $s$ from the wall escape with probability proportional to $e^{-s/\lambda}$. I count wall emission alone for now and drop constant factors. A beam of zero width then gives $e^{x/\lambda}$ inside and nothing outside.

**Q:** That signal is largest at the wall, which supports me.

**A:** For zero beam width, yes. Now give the beam the normalized profile $G(x)=\varphi(x/\sigma)/\sigma$, where $\varphi$ is the standard normal density and $\sigma$ the beam's standard deviation. I write $\ell$ for the horizontal decay length, because a sloping wall will change it; here $\ell=\lambda$. With the beam centred at $x$, the signal is

$$f(x)=\int_{-\infty}^{0}e^{u/\ell}\,G(x-u)\,du .$$

Completing the square in the exponent gives

$$\frac{u}{\ell}-\frac{(u-x)^2}{2\sigma^2}
=\frac{x}{\ell}+\frac{\sigma^2}{2\ell^2}-\frac{(u-x-\sigma^2/\ell)^2}{2\sigma^2}.$$

The remaining integral is a cumulative normal distribution $\Phi$:

$$f(x)=e^{x/\ell+\sigma^2/(2\ell^2)}\,\Phi(-q),\qquad q=\frac{x}{\sigma}+\frac{\sigma}{\ell}.$$

**Q:** Where is its maximum?

**A:** Differentiate. The exponential contributes $f/\ell$. Since $dq/dx=1/\sigma$, the factor $\Phi(-q)$ contributes $-e^{x/\ell+\sigma^2/(2\ell^2)}\varphi(q)/\sigma$. Expanding $q^2$ shows that $\varphi(q)=\varphi(x/\sigma)\,e^{-x/\ell-\sigma^2/(2\ell^2)}$, so the exponentials cancel and

$$f'=\frac{f}{\ell}-G .$$

The same identity gives $f=\sigma G\,M(q)$, where $M(q)=\Phi(-q)/\varphi(q)$ is the Mills ratio. Setting $f'=0$ gives the peak position $x_0$:

$$M(q)=\frac{\ell}{\sigma},\qquad x_0=\sigma\left(q-\frac{\sigma}{\ell}\right).$$

**Q:** Could that still put the peak at zero, or outside?

**A:** Not for a finite beam in this model. Let $h=1/M$ and take a standard normal variable $t$ restricted to $t>q$. Its mean is $\int_q^\infty t\varphi\,dt/\Phi(-q)=h$. Integration by parts gives its mean square as $1+qh$, so its variance is $1+qh-h^2$. The mean exceeds $q$ and the variance is positive, hence

$$0<h(h-q)<1 .$$

From $M'=qM-1$ one finds $h'=h(h-q)>0$. Thus $h$ rises steadily, from zero to infinity, and equals $\sigma/\ell$ once. Moreover $f'/f=1/\ell-h/\sigma$ falls steadily, so this single stationary point is a maximum.

There $h=\sigma/\ell$ and $h-q=-x_0/\sigma$. Their product is $-x_0/\ell$, and the inequality becomes

$$-\ell<x_0<0 .$$

The peak lies inside the resist, by less than one decay length.

**Q:** Then a sharper beam should cure the problem.

**A:** It reduces the shift, though by less than in proportion to $\sigma$. For $\sigma\ll\ell$, $q$ is large and negative, $\Phi(-q)\approx1$, and the peak condition becomes $\varphi(q)\approx\sigma/\ell$. Solving for $q$ and neglecting $\sigma/\ell$ beside it,

$$x_0\approx-\sigma\sqrt{2\ln\frac{\ell}{\sigma\sqrt{2\pi}}}.$$

The shift vanishes with $\sigma$, but in this limit it is a few beam standard deviations.

For a broad beam, take any escape kernel $k(s)$ with a finite range. The peak condition is

$$\int_0^\infty k(s)\,(x+s)\,e^{-(x+s)^2/(2\sigma^2)}\,ds=0 .$$

When $\sigma$ greatly exceeds the kernel's range, the exponential is nearly one wherever $k$ matters, so $x\to-\langle s\rangle$, the kernel's mean distance. For the exponential kernel this is $-\ell$. Further broadening then flattens the peak but hardly moves it.

**Q:** Give me numbers for a vertical wall.

**A:** Take $\lambda=3$ nm and $\sigma=1.5$ nm, a beam with a full width at half maximum of 3.5 nm. Then $M(q)=3/1.5=2$. Numerical root finding gives $q=-0.518$, so

$$x_0=1.5\,(-0.518-0.5)\ \mathrm{nm}=-1.53\ \mathrm{nm}.$$

**Q:** I could use the steepest outer flank instead of the peak.

**A:** That is a different marker with a different offset. Differentiating $f'=f/\ell-G$ once more, and using $G'=-xG/\sigma^2$, the flank satisfies

$$f''=\frac{f}{\ell^2}-\frac{G}{\ell}+\frac{xG}{\sigma^2}=0 .$$

For the same numbers, the root outside the peak is at $+0.48$ nm, beyond the wall. It is closer here, but it still needs a model to turn it into an edge position.

**Q:** Real walls slope. Which edge does the peak mark then?

**A:** You must first say which edge you want. Let the top corner be at $x=0$ and the foot at $x=w>0$, with wall height $H$ and depth $z$ measured downward. At depth $z$ the wall is at $wz/H$. A point at horizontal distance $d$ inside it has perpendicular distance $d\cos\phi$, where $\tan\phi=w/H$. The horizontal decay length is therefore $\ell=\lambda/\cos\phi$.

Each depth contributes a vertical-wall profile displaced by $u=wz/H$. Averaging over depth gives

$$F(x)=\frac1w\int_0^w f(x-u)\,du,\qquad
F'(x)=\frac{f(x)-f(x-w)}{w}.$$

The peak $x_p$ is where $f(x_p)=f(x_p-w)$: two points a distance $w$ apart on the vertical-wall profile have equal height. They must lie on opposite sides of its maximum, so

$$x_0<x_p<x_0+w .$$

Since $x_0<0$, the peak is always inside the foot in this model. It can lie on either side of the top corner.

**Q:** Is it at least a fixed distance from mid-height?

**A:** To first order in $w$, at fixed $\ell$, yes. Write $x_p=x_0+w/2+y$. The equal-height condition compares $f$ at $x_0+y+w/2$ and $x_0+y-w/2$. Even terms in the Taylor expansion cancel, leaving

$$f'(x_0+y)+\frac{w^2}{24}f'''(x_0)+\dots=0
\quad\Rightarrow\quad y\approx-\frac{w^2}{24}\frac{f'''(x_0)}{f''(x_0)} .$$

At the peak $f'=0$, so $f''=x_0G/\sigma^2$. Also $f'''=f''/\ell-G''$, with $G''=(x_0^2/\sigma^4-1/\sigma^2)G$. Dividing gives

$$x_p=x_0+\frac w2-\frac{w^2}{24}\left(\frac1\ell-\frac{x_0}{\sigma^2}+\frac1{x_0}\right)+O(w^4).$$

The quadratic term changes the distance from mid-height.

For a wall 40 nm high with $w=4$ nm, the wall angle is 84.3° from the horizontal and $\ell=3.015$ nm. Solving the equal-height equation numerically gives $x_p=0.22$ nm from the top corner. That is $0.22-2=-1.78$ nm from mid-height and $0.22-4=-3.78$ nm from the foot. With $\ell$ held at 3 nm, the expansion gives 0.235 nm and the full equation 0.225 nm.

**Q:** So the peak does mark the top corner, to within a quarter of a nanometre.

**A:** Here it does, because the outward shift from the slope nearly cancels the inward shift from escape and beam width. Keep the wall and $\lambda$ fixed and widen the beam to $\sigma=2.5$ nm: the peak moves to $-0.04$ nm. The agreement with the top corner is even closer, yet the beam is worse. Coincidence with an edge is therefore no evidence that the peak measures that edge.

**Q:** What does this do to a linewidth?

**A:** Take a symmetric line 16 nm wide at the top, 20 nm at mid-height and 24 nm at the foot. With $\sigma=1.5$ nm, isolated wall signals give a peak-to-peak width of $16+2(0.22)=16.44$ nm. Adding the two signals and locating the maxima numerically gives 16.41 nm. This is 3.6 nm, or 18%, below the mid-height width. For isolated walls, widening the beam to 2.5 nm reduces the reading by $2(0.22+0.04)\approx0.5$ nm, with no change in the line.

**Q:** If I know $\lambda$ and $\sigma$, can I correct the peak and recover the edge?

**A:** You also need the wall's angle and height, which together give its horizontal run $w$. A vertical wall at $x_p-x_0=0.22+1.53=1.75$ nm has its peak in the same place as our sloping wall, whose top corner is at zero and mid-height at 2 nm. One peak position cannot distinguish them.

The full profiles do differ. With both peaks scaled to one, their largest difference is 0.185 between 15 nm inside and 12 nm outside the sloping wall's top corner. Fitting the profile can therefore use information that the peak discards. This comparison assumes known $\lambda$ and $\sigma$ and no noise. The beam width matters most: the slope spreads the signal much as extra blur would, so a vertical wall near mid-height, viewed with a somewhat broader beam, gives almost the same profile. If $\sigma$ is not known independently, a fit can hardly tell the two apart.

**Q:** Your escape law is simple. Does the displacement survive a better one?

**A:** Consider isotropic emission along straight paths with attenuation length $\Lambda$. If $\mu$ is the cosine between a path and the surface normal, the escape probability through a plane is

$$k(s)=\frac12\int_0^1e^{-s/(\Lambda\mu)}\,d\mu .$$

Integrating over $s$ first gives

$$\langle s\rangle=\frac{\int_0^1\Lambda^2\mu^2\,d\mu}{\int_0^1\Lambda\mu\,d\mu}
=\frac{\Lambda^2/3}{\Lambda/2}=\frac{2\Lambda}{3}.$$

Choosing $\Lambda=4.5$ nm matches the earlier mean of 3 nm. At $\sigma=1.5$ nm, numerical maximization puts the vertical-wall peak at $-1.35$ nm instead of $-1.53$ nm. Equal means do not give equal peaks at finite beam width.

I also summed over escape directions on a grid for the complete step, including top and floor emission and shadowing by the wall. Secondaries leaving the wall downward were counted as lost, and the substrate was assumed to have the same attenuation length as the resist but to generate twice as many secondaries per unit path. The peak was at about $-1.4$ nm for the vertical wall and $+0.25$ nm from the top corner for the sloping one. These values depend on the assumed substrate: a stronger signal from it moves both peaks outward.

**Q:** How close is all this to a real measurement?

**A:** The numbers are illustrative, for a resist line on silicon viewed at 10 keV. The escape length in particular is uncertain, and a longer one moves the peak further into the resist. The beam energy suits uniform generation: Bethe's stopping formula, for carbon at 1.2 g/cm³ with a mean excitation energy of 70 eV, gives a loss of about 96 eV over 40 nm, or 1%. Below 1 keV, where resist linewidths are commonly measured, the situation is different: the primary range can be comparable with the line height or shorter, uniform generation then fails, and these offsets should not be carried over.

Even at 10 keV, the resist scatters the beam. A screened Rutherford estimate for carbon, with angles kept up to 1 rad, gives a mean-square deflection $T$ per unit path. Each lateral direction receives half of it, and a deflection at depth $z'$ has a lever arm $z-z'$, so the added variance is

$$\frac T2\int_0^z(z-z')^2dz'=\frac{Tz^3}{6}.$$

Its square root is 2.5 nm at the foot. That number is easily misread. The same cross-section gives only about one collision per electron in 40 nm, so more than a third of the electrons reach the foot undeflected, and rare large angles dominate the mean square. These counts depend on the screening: a Born cross-section from a Hartree–Fock carbon density gives about 1.5 collisions and leaves roughly a quarter undeflected, with almost the same spread. If I nevertheless treat the spread as Gaussian and apply it to the whole beam, even to the part that passes beside the wall through vacuum, the sloping-wall peak in the direction-sum calculation moves from $+0.25$ to about $-0.2$ nm. This greatly overstates the shift. A usable value requires following individual collisions inside the resist.

**Q:** What about backscattered electrons and charging?

**A:** A gently sloping background moves a maximum by its slope divided by the peak's curvature. At the vertical-wall peak $f=\ell G$, so $f''/f=x_0/(\sigma^2\ell)=-0.226$ nm⁻². If the background changes by half the peak signal over 1000 nm, the shift is $(0.5/1000)/0.226\approx0.002$ nm.

For charging, suppose 5 V drops laterally across 1000 nm and the beam crosses that field over a path $L=1000$ nm. Constant acceleration gives a deflection $VL/(4E)$, with $V$ in volts and the beam energy $E$ in electronvolts: $5\times1000/(4\times10^4)=0.125$ nm. A stronger or longer field would matter more. This covers only the primary beam. The same formula gives 125 nm for a 10 eV secondary, so charging acts mainly on which secondaries reach the detector, and I have not calculated how that changes the profile.

I have not calculated resist shrinkage, corner rounding, detector fields or the surface barrier, and overhanging walls need a separate treatment. Before reporting an edge from a peak, then, state which edge is meant and which beam, escape law and wall shape were used to correct it.
